\section*{The Levitov–Lesovik formula for one channel: derivation and finite-time corrections, part 3}

We study the charge transferred in time $t$ through a junction of noninteracting spinless fermions with one channel per lead. Units are $\hbar=e=k_B=1$ except where constants are shown. A central region with Hamiltonian $h_c$ is coupled at sites $\ell$ and $r$, with amplitudes $v$, to leads $\alpha=L,R$ with chemical potentials $\mu_\alpha$, $V=\mu_L-\mu_R\ge0$, temperature $\theta$ and Fermi functions $f_\alpha$. Leads and centre start uncorrelated, with one-body density matrix $\hat n_{ij}=\langle c_j^\dagger c_i\rangle$.

$P(n)$ is the probability that the right lead gains $n$ electrons, $\chi=\sum_nP(n)e^{i\lambda n}$, and $C_k$ are the cumulants. With $h$ the one-body Hamiltonian, $u=e^{-iht}$, $P$ the projector on the right lead, $A=u^\dagger Pu$ and $Q=A-P$, at any time
\begin{equation}
\chi=\det\left[1-\hat n+\hat n\,e^{i\lambda A}e^{-i\lambda P}\right].
\label{eq:det}
\end{equation}
\begin{equation}
C_1=\operatorname{tr}\hat nQ,\qquad C_2=\operatorname{tr}\left[\hat nQ(1-\hat n)Q\right].
\label{eq:C12}
\end{equation}
Let $G^R(E)=[E-h_c-\Sigma^R(E)]^{-1}$, with $\Sigma^R$ the retarded lead self-energy, be bounded at real $E$. With level widths $\Gamma_\alpha$ and $T(E)=\Gamma_L\Gamma_R|G^R_{r\ell}|^2$, for $|\lambda|<\pi$
\begin{equation}
\lim_{t\to\infty}\frac{\ln\chi}{t}=\int\frac{dE}{2\pi}\ln\left\{1+T\left[f_L(1-f_R)(e^{i\lambda}-1)+f_R(1-f_L)(e^{-i\lambda}-1)\right]\right\}.
\label{eq:LL}
\end{equation}
The curly bracket describes a trial with outcome $+1$ with probability $a=Tf_L(1-f_R)$, $-1$ with probability $b=Tf_R(1-f_L)$, and $0$ otherwise. Its moments are $m_k$ and its third cumulant is $m_3-3m_1m_2+2m_1^3$. The rates are
\begin{align}
\frac{C_1}{t}&\to\int\frac{dE}{2\pi}\,T(f_L-f_R),\label{eq:C1rate}\\
\frac{C_2}{t}&\to\int\frac{dE}{2\pi}\left\{T\left[f_L(1-f_R)+f_R(1-f_L)\right]-T^2(f_L-f_R)^2\right\}.\label{eq:C2rate}
\end{align}
The current is $I=eC_1/t$, the zero-frequency noise is $S=2e^2\lim C_2/t$, and $F=S/2eI=\lim C_2/C_1$. For constant $T$,
\begin{equation}
\frac{C_2}{t}\to\frac1{2\pi}\left[2\theta T^2+T(1-T)V\coth\frac{V}{2\theta}\right],\qquad
F=\frac{2\theta T}{V}+(1-T)\coth\frac V{2\theta}.
\label{eq:thermal}
\end{equation}

\subsection{Zero temperature: binomial statistics and $F=1-T$}

At $\theta=0$ the product $f_R(1-f_L)$ vanishes, and $f_L(1-f_R)$ is one for $\mu_R<E<\mu_L$ and zero elsewhere. Equation \eqref{eq:LL} becomes
\begin{equation}
\ln\chi\simeq t\int_{\mu_R}^{\mu_L}\frac{dE}{2\pi}\ln\left[1+T(E)(e^{i\lambda}-1)\right],
\label{eq:LL0}
\end{equation}
where $\simeq$ denotes the leading order in $t$. If $T$ is constant over the window,
\begin{equation}
\chi\simeq\left[1-T+Te^{i\lambda}\right]^N,\qquad N=\frac{Vt}{2\pi}=\frac{eVt}{h}.
\label{eq:binomchi}
\end{equation}
For integer $N$ the binomial theorem gives the coefficient of $e^{i\lambda n}$,
\begin{equation}
P(n)=\binom Nn T^n(1-T)^{N-n}.
\label{eq:binom}
\end{equation}
The trial now has $a=T$, $b=0$, so $m_1=m_2=m_3=T$, and the third cumulant is $T-3T^2+2T^3=T(1-T)(1-2T)$. Therefore
\begin{equation}
C_1=NT,\quad C_2=NT(1-T),\quad C_3=NT(1-T)(1-2T),\quad F=1-T,
\label{eq:binomC}
\end{equation}
and $S=2eI(1-T)$. The number of attempts $N$ has no fluctuation at this order, because every incoming state in the window is filled exactly once; the exclusion principle makes the incident stream regular, with one electron per time $h/eV$. All noise at this order comes from the partition of each electron between transmission and reflection. An open channel, $T=1$, has no noise at this order. For $T\to0$ at fixed $NT$, $N\ln[1+T(e^{i\lambda}-1)]\to NT(e^{i\lambda}-1)$, which is the Poisson distribution with the Schottky value $F=1$. The skewness changes sign at $T=1/2$, where reflections become the rarer event.

If $T$ varies, let a bar denote the average over the window. From \eqref{eq:LL0},
\begin{equation}
F=\frac{\overline{T(1-T)}}{\overline T}=1-\overline T-\frac{\overline{(T-\overline T)^2}}{\overline T}.
\label{eq:Fvar}
\end{equation}
The constant-$T$ rule with the averaged transmission overestimates $F$ by a term of second order in the variation of $T$.

Equation \eqref{eq:binomchi} cannot be exact. The true $\chi$ has period $2\pi$ in $\lambda$ because $n$ is an integer. For $T>1/2$ the circle $1-T+Te^{i\lambda}$ encloses the origin, its continuous logarithm gains $2\pi i$ per period, and for noninteger $N$ the power is not periodic. For $0<T\le1/2$ and noninteger $N$ the power is periodic, but its expansion in powers of $e^{i\lambda}$ has negative coefficients, which cannot be probabilities. There is no contradiction, since \eqref{eq:LL} gives only the leading order in $t$ and was established for $|\lambda|<\pi$ only, and the point $\lambda=\pi$, where $z=e^{i\lambda}$ reaches the cut along the negative axis, is excluded. The cumulants, defined at $\lambda=0$, are unaffected. The individual probabilities \eqref{eq:binom} are a different matter: at finite $t$ the terms of $\ln\chi$ that grow more slowly than $t$ change $P(n)$ by amounts that \eqref{eq:LL} does not control, and they can give weight to values $n>N$, which \eqref{eq:binom} excludes.

\subsection{The logarithm in the variance}

At $\theta=0$, take first a pure central state, so that $\hat n$ is a projector and \eqref{eq:C12} reads $C_2=\sum|Q_{ba}|^2$ over occupied states $a$ and empty states $b$ of the uncoupled system. Since $Q$ is a difference of projectors, $\|Q\|\le1$, and all pairs that involve a given central state contribute at most $1$. A mixed central state changes $\hat n$ by a matrix of finite rank and $C_2$ by a bounded amount. Growth with $t$ can come only from pairs of lead states.

Differentiating $A=u^\dagger Pu$ in time gives $Q=\int_0^tds\,u^\dagger(s)Ju(s)$ with $J=i[h,P]$, an operator that involves only site $r$ and the combination of right-lead states coupled to it. A state that starts as the lead eigenstate of energy $E$ drives the central region, where its amplitude is $\int_0^sG^R(s-s')v^*e^{-iEs'}ds'=e^{-iEs}\int_0^sG^R(\tau)e^{iE\tau}d\tau\,v^*$. This tends to the stationary value $e^{-iEs}G^R(E)v^*$, and the same holds for the amplitude on the lead side of the coupling. We assume that the transient is integrable in $s$, as it is for energies inside a band with square-root edges, where it falls as $s^{-3/2}$. With states normalized to $\delta(E-E')$ and $\omega=E'-E$,
\begin{equation}
Q_{\alpha'\alpha}(E',E)=J_{\alpha'\alpha}(E',E)\,\frac{e^{i\omega t}-1}{i\omega}+R_{\alpha'\alpha}(E',E;t),
\label{eq:Qel}
\end{equation}
where $J_{\alpha'\alpha}$ is the element between stationary states, smooth in both energies near the chemical potentials, and $R$ is bounded. The diagonal elements follow from comparing $C_1=\operatorname{tr}\hat nQ\to t\int dE\,[f_LJ_{LL}+f_RJ_{RR}]$ with \eqref{eq:C1rate}, whose derivation holds for arbitrary occupation functions: $J_{LL}(E,E)=T/2\pi$ and $J_{RR}(E,E)=-T/2\pi$.

For a pair within lead $\alpha$, $E<\mu_\alpha<E'$, and the pairs with energy difference $\omega>0$ have measure $\omega\,d\omega$. The singular part of $|Q|^2$ is $(T/2\pi)^2(2-2\cos\omega t)/\omega^2$. With $\Lambda$ an energy below which $J$ is nearly constant,
\begin{equation}
\frac{T(\mu_\alpha)^2}{4\pi^2}\int_0^\Lambda d\omega\,\frac{2-2\cos\omega t}{\omega}=\frac{T(\mu_\alpha)^2}{4\pi^2}\left[2\ln(\Lambda t)+O(1)\right].
\label{eq:logint}
\end{equation}
The integrand is bounded by a multiple of $\omega t^2$ for $\omega<1/t$, which gives a bounded piece; above $1/t$ the term $2/\omega$ gives the logarithm and the cosine term converges. Cross terms with $R$ and the energy dependence of $J$ carry one more power of $\omega$ and give bounded integrals.

For an occupied left state and an empty right state, $\omega$ ranges over $\omega>-V$, and the weight $g(\omega)=\int dE\,|J_{RL}(E+\omega,E)|^2$, taken over $\mu_R-\omega<E<\mu_L$, is smooth at $\omega=0$. Write $g=g(0)+g'(0)\omega+O(\omega^2)$ on a symmetric interval. The first term gives $2\pi t\,g(0)+O(1)$, since $\int(2-2\cos\omega t)\,\omega^{-2}d\omega=2\pi t$ over the real line; this is the linear shot-noise term, and comparison with \eqref{eq:C2rate} identifies $|J_{RL}(E,E)|^2=T(1-T)/4\pi^2$. The second term is odd and cancels, and the rest is bounded. In the cross terms, $R$ is a time integral of $e^{i\omega s}$ times the transient; for a transient falling as $s^{-3/2}$, the bound $|e^{i\omega s}-1|\le\min(2,|\omega|s)$ makes the change of $R$ from its value at $\omega=0$ of order $|\omega|^{1/2}$ uniformly in $t$, and divided by $\omega$ this is integrable. For the value at $\omega=0$, $\sin\omega t/\omega$ has a bounded integral and $(\cos\omega t-1)/\omega$ is odd. Occupied right and empty left states need $\omega>V$ and are never singular. For $Vt\gg1$ the sum is
\begin{equation}
C_2=t\int_{\mu_R}^{\mu_L}\frac{dE}{2\pi}\,T(1-T)+\frac{T(\mu_L)^2+T(\mu_R)^2}{2\pi^2}\,\ln t+O(1).
\label{eq:log}
\end{equation}
The logarithm comes from the factor $(e^{i\omega t}-1)/i\omega$ of a sharply bounded counting interval acting on pairs at a sharp Fermi edge, and it is present even at $T=1$. For constant $T$ it can be read as a fluctuation of the number of attempts: a binomial count with a random number of trials has variance $\langle N\rangle T(1-T)+T^2\operatorname{var}N$, which matches \eqref{eq:log} with $\operatorname{var}N\simeq\ln t/\pi^2$. At $V=0$ both kinds of interlead pair acquire the measure $\omega\,d\omega$ as well and add $T(1-T)\ln t/2\pi^2$ each, so the total coefficient becomes $T/\pi^2$. At $\theta>0$ the same-lead weight no longer vanishes at $\omega=0$, where it is $\int f(1-f)\,dE=\theta$; for $t\gg1/\theta$ these pairs then give $2\pi t\,\theta\,T^2/4\pi^2$ per lead, which is the thermal term of \eqref{eq:thermal}.

\subsection{Worked example: a chain with one weak bond}

Take an infinite chain with zero site energies and hopping $-w$, except for one bond with hopping $-\tau$. Energies are in units of $w$ and times in units of $\hbar/w$. The central region is the pair of sites $\ell$, $r$ joined by the weak bond, and $\tau=0.5$, $\mu_L=0.25$, $\mu_R=-0.25$, $V=0.5$.

The end-site Green's function of a semi-infinite chain is unchanged when a site is added, so $g=1/(E-g)$. The retarded root for $|E|<2$ is $g=\tfrac12(E-i\sqrt{4-E^2})$. The coupling has unit size, so $\Sigma_\alpha^R=g$ and $\Gamma_\alpha=-2\operatorname{Im}g=\sqrt{4-E^2}$. The roots of $g^2-Eg+1=0$ have sum $E$ and product $1$, so $E-g=g^*=e^{i\varphi}$ with $\cos\varphi=E/2$. The matrix $E-h_c-\Sigma^R$ has diagonal elements $e^{i\varphi}$ and off-diagonal elements $\tau$, and its inverse has $G^R_{r\ell}=-\tau/(e^{2i\varphi}-\tau^2)$. With $|e^{2i\varphi}-\tau^2|^2=1+\tau^4-2\tau^2\cos2\varphi$ and $\cos2\varphi=E^2/2-1$,
\begin{equation}
T(E)=\frac{\tau^2(4-E^2)}{(1+\tau^2)^2-\tau^2E^2}.
\label{eq:Tchain}
\end{equation}
A pole of $G^R$ needs $|E-g|=\tau$. In the band $|E-g|=1$, and outside it $E-g$ is the larger real root with $|E-g|>1$, so for $\tau<1$ $G^R$ is bounded as required. The values are $T(0)=1/1.5625=0.64$ and $T(\pm0.25)=0.984375/1.546875=0.63636$.

At $\theta=0$, adaptive quadrature of \eqref{eq:C1rate} and \eqref{eq:C2rate} over the window gives $C_1/t=0.050834$ and $C_2/t=0.018361$, so $F=0.018361/0.050834=0.3612$. With the constant value $T(0)$ the rates are $0.64\times0.5/2\pi=0.050930$ and $0.36\times0.050930=0.018335$, and $F=0.36$, which is $0.3\%$ below the integrated value. The averaged transmission is $\overline T=0.050834\times2\pi/0.5=0.6388$, and $1-\overline T=0.3612$: the shift comes from the average, and the variance term of \eqref{eq:Fvar} is invisible at four digits. For $w=1$~eV the bias is $0.5$~V, the current is $I=e\times0.050834\,w/\hbar=12.37\ \mu$A, the noise is $S=2e^2\times0.018361\,w/\hbar=1.432\times10^{-24}$~A$^2$/Hz, and the Schottky value is $2eI=3.965\times10^{-24}$~A$^2$/Hz. For two degenerate spin species, $I$ and $S$ double and $F$ is unchanged.

At $\theta=0.1$ the same integrals over the band give $C_1/t=0.050676$, $C_2/t=0.031461$ and $F=0.6208$. The constant-$T$ formula \eqref{eq:thermal} gives $C_2/t=0.031621$, which is $0.5\%$ above the integrated value, and $F=0.031621/0.050930=0.621$. Although $V/\theta=5$, the term $2\theta T/V=2\times0.1\times0.64/0.5=0.256$ is comparable with $1-T=0.36$. Reading a transmission from this noise by $T=1-F$ would give $0.38$ in place of $0.64$.

The finite-time expressions \eqref{eq:det} and \eqref{eq:C12} can be evaluated directly. We keep $300$ sites of each lead, $602$ sites in all, and obtain $u$ by diagonalizing $h$. The largest group velocity is $2$, so for $t\le130$ the disturbance reaches about $260$ sites into each lead; beyond that $e^{i\lambda A}e^{-i\lambda P}-1$ is negligible, and only the block of $\hat n$ on the retained sites enters. That block is taken from the semi-infinite lead, whose standing waves are $\sqrt{2/\pi}\sin kj$ with $E=-2\cos k$. At $\theta=0$ the integral over $0<k<k_F=\arccos(-\mu/2)$ gives
\begin{equation}
\hat n_{ij}=\frac{\sin k_F(i-j)}{\pi(i-j)}-\frac{\sin k_F(i+j)}{\pi(i+j)},
\label{eq:nlead}
\end{equation}
with the first term equal to $k_F/\pi$ for $i=j$. At $\theta=0.1$ the $k$ integral is replaced by a sum over $3000$ equally spaced points.

At $\theta=0.1$ the slope of $\ln\chi$ between $t=60$ and $t=80$ is $-0.015998+0.049276\,i$ at $\lambda=1$ and $-0.068404+0.088885\,i$ at $\lambda=2$, the same to these digits for an initially empty and an initially full central region. Quadrature of \eqref{eq:LL} gives $-0.015998+0.049276\,i$ and $-0.068405+0.088885\,i$. The two lowest cumulants alone would give $i\lambda C_1/t-\lambda^2C_2/2t=-0.01573+0.05068\,i$ at $\lambda=1$; the difference is due to the third and higher cumulants.

At $\theta=0$ each central site is given the initial occupation $1/2$, and \eqref{eq:C12} is evaluated at $t=40,45,\dots,130$. A least-squares fit of $C_1$ to a straight line has slope $0.050834$. A fit of $C_2$ to $t$, $\ln t$ and a constant has linear coefficient $0.018362$, so the ratio of slopes is $0.3612$. For the logarithm, the linear term $0.018361\,t$ is subtracted and the rest is fitted to $\ln t$, a constant and $1/t$. The coefficient of $\ln t$ is $0.04109$, while \eqref{eq:log} gives $2\times0.63636^2/2\pi^2=0.04103$; the fitted value is about $0.15\%$ above the formula.

At $t=40\pi=125.664$ the number of attempts is $N=0.5\times40\pi/2\pi=10$. The binomial distribution with $T=0.64$ has $C_1=6.4$, $C_2=6.4\times0.36=2.304$ and $C_3=2.304\times(1-1.28)=-0.6451$; for instance $P(6)=210\times0.64^6\times0.36^4=0.2424$. The finite-time $P(n)$ follows from \eqref{eq:det} at $32$ equally spaced values of $\lambda$ and a discrete Fourier transform.

\begin{center}
\begin{tabular}{ccc}
$n$ & finite time & binomial\\
2 & 0.0101 & 0.0052\\
3 & 0.0354 & 0.0247\\
4 & 0.0889 & 0.0767\\
5 & 0.1628 & 0.1636\\
6 & 0.2198 & 0.2424\\
7 & 0.2175 & 0.2462\\
8 & 0.1552 & 0.1642\\
9 & 0.0773 & 0.0649\\
10 & 0.0253 & 0.0115\\
11 & 0.0050 & 0
\end{tabular}
\end{center}

The mean is $6.3904$, within $0.003$ of the linear term $0.050834\times125.664=6.388$. The variance is $2.9866$, which is $30\%$ above the binomial value, and the probability of $n=11$, one more than the nominal number of attempts, is $0.0050$. The linear term of \eqref{eq:log} supplies $2.3074$ and the logarithm, with $t$ in units of $\hbar/w$, supplies $0.1983$. The remainder is $2.9866-2.3074-0.1983=0.481$, so at this time the bounded term is more than twice the logarithm. Its split from the logarithm depends on the unit of time, and \eqref{eq:log} does not fix its value.

One part of the remainder can be bracketed. The half-filled centre is an equal mixture of the four states in which each site is independently empty or full, with occupations $\nu_a\in\{0,1\}$ of variance $1/4$. By \eqref{eq:C12} the mean in each state is a constant plus $\sum_a\nu_aQ_{aa}$, where $Q_{aa}$ is the probability that an electron started on site $a$ is in the right lead at time $t$. The spread of these means adds $\tfrac14(Q_{\ell\ell}^2+Q_{rr}^2)$ to the average of the four variances. The Hamiltonian is mirror symmetric and an electron eventually leaves the centre, so $Q_{\ell\ell}+Q_{rr}\to1$, and this addition lies between $1/8$ and $1/4$. The rest of the remainder is present for pure central states and is not resolved further here.

The excess over the linear term grows as $\ln t$ while the linear term grows as $t$, so their ratio vanishes at long times. A zero-frequency noise measurement corresponds to $N\to\infty$ and is described by the rates, for which $T(E)$ and the two Fermi functions suffice. A count over ten attempts is not in that regime, and its distribution has to be taken from the determinant \eqref{eq:det}.

Numbers in the example were calculated in double precision.
